# The Hall factor 315π/512 for ionised-impurity scattering, part 1

(Sections cited here and not found follow in the second part.)

## 1. Result and conventions

A Hall measurement in a weak magnetic field gives the coefficient $R_H$, from which one wants the electron density $n$. For nondegenerate electrons whose relaxation time grows with energy as $\tau\propto E^{3/2}$,

$$R_H=-\frac{r}{ne},\qquad r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=\frac{315\pi}{512}\approx1.933 .$$

The number $r$ is the Hall factor. Setting it to one in this case would give a density too small by a factor 1.933.

The conventions are these. The elementary charge $e$ is positive and an electron carries $-e$. The electric field is $\mathbf F$, since $E$ denotes the electron energy measured from the band edge. The magnetic field is $\mathbf B=B\hat{\mathbf z}$ with $B>0$. The current is driven along the $x$ direction, no current flows along $y$, and

$$R_H=\frac{F_y}{J_xB}.$$

The reduced energy is $x=E/k_BT$; as a subscript, $x$ labels a direction. Angle brackets denote the average

$$\langle g\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty g(x)\,x^{3/2}e^{-x}\,dx ,$$

whose weight is derived in section 5. Because $\int_0^\infty x^{3/2}e^{-x}dx=\Gamma(5/2)$, it satisfies $\langle1\rangle=1$.

The assumptions are:

- one isotropic parabolic band, $E=\hbar^2k^2/2m=mv^2/2$;
- Maxwell-Boltzmann statistics;
- elastic scattering by independent, randomly placed ions, with collisions between electrons neglected;
- a uniform sample, and a current linear in $\mathbf F$;
- classical motion in the magnetic field, with $B\to0$ at the end.

The law $\tau\propto E^{3/2}$ is itself an approximation to scattering by charged centres. Its origin comes first.

## 2. The potential of a screened ion

An ion of charge $\pm e$ in a medium of permittivity $\varepsilon$ attracts or repels the mobile electrons. Let $\phi$ be the electrostatic potential. In equilibrium the local electron density is $n\exp(e\phi/k_BT)$, because the potential energy of an electron is $-e\phi$. For $e|\phi|\ll k_BT$ this becomes $n(1+e\phi/k_BT)$. The excess electrons carry the charge density $-ne^2\phi/k_BT$, so away from the ion Poisson's equation reads

$$\nabla^2\phi=\frac{ne^2}{\varepsilon k_BT}\,\phi=\frac{\phi}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon k_BT}{ne^2}.$$

The solution that decays at large distance and joins the Coulomb potential near the ion gives the electron the potential energy

$$U(r)=\mp\frac{e^2}{4\pi\varepsilon r}e^{-r/\lambda}.$$

Here $r$ is briefly a distance. The linearisation fails close to the ion, but there the bare Coulomb term dominates.

The Born approximation needs the Fourier transform of $U$. The angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/(qr)$, so

$$U_q=\mp\frac{e^2}{\varepsilon q}\int_0^\infty e^{-r/\lambda}\sin(qr)\,dr .$$

The last integral is the imaginary part of $\int_0^\infty e^{-(1/\lambda-iq)r}dr=1/(1/\lambda-iq)$, which is $q/(q^2+\lambda^{-2})$. Therefore

$$U_q=\mp\frac{e^2}{\varepsilon\,(q^2+\lambda^{-2})}.$$

The scattering rate contains $U_q^2$, so in this approximation donors and acceptors scatter equally.

## 3. The relaxation time

Let $W(\mathbf k\to\mathbf k')$ be the transition rate. It is elastic and depends on the directions only through the scattering angle $\theta$. Suppose that the deviation from equilibrium has the form $f_1=\mathbf k\cdot\mathbf C(E)$. The factors that express the exclusion principle cancel in elastic scattering, and the collisions change the distribution at the rate

$$\sum_{\mathbf k'}W\,[f_1(\mathbf k')-f_1(\mathbf k)].$$

Average $\mathbf k'$ over the azimuth around $\mathbf k$ at fixed $\theta$. Its perpendicular part vanishes, and its parallel part is $\mathbf k\cos\theta$ because $k'=k$. The sum is then $-f_1/\tau$, with

$$\frac1\tau=\sum_{\mathbf k'}W\,(1-\cos\theta).$$

A relaxation time thus exists for this form of $f_1$, and it counts each collision by the fraction of forward momentum lost.

In a volume $V$ there are $N_IV$ ions. Their positions are random, so the interference terms average to zero and the squared matrix elements add:

$$W=\frac{2\pi}{\hbar}\,N_IV\,\frac{U_q^2}{V^2}\,\delta(E-E').$$

Scattering preserves the spin, so $\sum_{\mathbf k'}\to V/(8\pi^3)\int k'^2dk'\,d\Omega$. The delta function gives

$$\int k'^2\,\delta(E-E')\,dk'=\frac{k^2}{\hbar^2k/m}=\frac{mk}{\hbar^2}.$$

With $u=1-\cos\theta$, the solid angle is $d\Omega\to2\pi\,du$ for $0\le u\le2$. Collecting factors,

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{N_I}{8\pi^3}\,\frac{mk}{\hbar^2}\,2\pi\int_0^2uU_q^2\,du=\frac{N_Imk}{2\pi\hbar^3}\int_0^2uU_q^2\,du .$$

The transferred wave number obeys $q^2=2k^2(1-\cos\theta)=2k^2u$. Substitute $w=2k^2\lambda^2u$, which runs from 0 to $b=4k^2\lambda^2$. Then $q^2+\lambda^{-2}=\lambda^{-2}(1+w)$ and $u\,du=w\,dw/(4k^4\lambda^4)$. The powers of $\lambda$ cancel outside the integral:

$$\int_0^2uU_q^2\,du=\frac{e^4}{4\varepsilon^2k^4}\int_0^b\frac{w\,dw}{(1+w)^2}.$$

Writing $w=(1+w)-1$ in the numerator,

$$\int_0^b\left[\frac1{1+w}-\frac1{(1+w)^2}\right]dw=\ln(1+b)-\frac b{1+b}\equiv L .$$

Hence

$$\frac1\tau=\frac{N_Ime^4L}{8\pi\hbar^3\varepsilon^2k^3}.$$

Now insert $\hbar^3k^3=(2mE)^{3/2}=2mE\sqrt{2mE}$:

$$\boxed{\frac1\tau=\frac{N_Ie^4L}{16\pi\sqrt{2m}\,\varepsilon^2E^{3/2}}}$$

The main energy dependence has a simple reading. The Coulomb cross-section falls as $E^{-2}$, and the number of ions met per unit time grows with the speed, as $E^{1/2}$. The product is $E^{-3/2}$: a fast electron is deflected little and keeps its momentum for long.

The factor $L$ also depends on energy, through $b\propto E$. For $b\gg1$ it is nearly $\ln b-1$ and varies slowly. To obtain a pure power, $L$ is frozen at one energy. The integrand of $\langle\tau\rangle$ is then proportional to $x^3e^{-x}$. Its derivative is $x^2(3-x)e^{-x}$, so it peaks at $x=3$, and $L$ is taken at $E=3k_BT$. The model used from here on is

$$\tau=\tau_Tx^{3/2},\qquad \tau_T=\frac{16\pi\sqrt{2m}\,\varepsilon^2(k_BT)^{3/2}}{N_Ie^4L(3k_BT)} .$$

The constant $\tau_T$ cancels from the weak-field Hall factor. The choice of freezing energy therefore affects the mobility but not the number $315\pi/512$.

## 4. The Boltzmann equation in crossed fields

Write $f=f_0+f_1$, where $f_0(E)\propto e^{-E/k_BT}$. The force on an electron is $-e(\mathbf F+\mathbf v\times\mathbf B)$. In a steady, uniform state,

$$-\frac em(\mathbf F+\mathbf v\times\mathbf B)\cdot\nabla_vf=-\frac{f_1}\tau .$$

Let a prime denote $d/dE$. Since $\nabla_vE=m\mathbf v$, one has $\nabla_vf_0=m\mathbf vf_0'$. The magnetic term acting on $f_0$ vanishes because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. The term $\mathbf F\cdot\nabla_vf_1$ is of second order in $\mathbf F$ and is dropped. There remains

$$-e\,\mathbf F\cdot\mathbf v\,f_0'-\frac em(\mathbf v\times\mathbf B)\cdot\nabla_vf_1=-\frac{f_1}\tau .$$

Try $f_1=f_0'\,\mathbf v\cdot\mathbf A(E)$, which has the form required in section 3. Differentiating the explicit factor $\mathbf v$ gives $f_0'\mathbf A$. Differentiating the functions of energy gives a vector along $\mathbf v$, which drops out of the product with $\mathbf v\times\mathbf B$. By cyclic exchange, $(\mathbf v\times\mathbf B)\cdot\mathbf A=\mathbf v\cdot(\mathbf B\times\mathbf A)$. Dividing by $f_0'$,

$$-e\,\mathbf v\cdot\mathbf F-\frac em\,\mathbf v\cdot(\mathbf B\times\mathbf A)=-\frac{\mathbf v\cdot\mathbf A}\tau .$$

This must hold for every direction of $\mathbf v$. With the cyclotron frequency $\omega=eB/m$,

$$\mathbf A=e\tau\mathbf F+\omega\tau\,\hat{\mathbf z}\times\mathbf A .$$

For $\mathbf F$ in the $xy$ plane, $\mathbf A$ lies there too, and $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf A)=-\mathbf A$. Taking the cross product of the equation with $\hat{\mathbf z}$ gives

$$\hat{\mathbf z}\times\mathbf A=e\tau\,\hat{\mathbf z}\times\mathbf F-\omega\tau\mathbf A .$$

Inserting this into the equation for $\mathbf A$ and moving $-\omega^2\tau^2\mathbf A$ to the left,

$$\mathbf A=\frac{e\tau}{1+\omega^2\tau^2}\left(\mathbf F+\omega\tau\,\hat{\mathbf z}\times\mathbf F\right).$$

This solution was tested by numerical differentiation at 200 random velocities, with $\omega\tau_T=0.7$. The largest mismatch between the two sides of the Boltzmann equation was $7\times10^{-9}$ of the largest collision term.

## 5. The current and its energy weight

Normalise $f_0$ so that $\int f_0\,d^3v=n$. Equilibrium carries no current, so

$$\mathbf J=-e\int\mathbf vf_1\,d^3v=e\int(-f_0')\,\mathbf v(\mathbf v\cdot\mathbf A)\,d^3v .$$

Over all directions $v_iv_j$ averages to $\delta_{ij}v^2/3$. This replaces $\mathbf v(\mathbf v\cdot\mathbf A)$ by $v^2\mathbf A/3=2E\mathbf A/(3m)$. Maxwell-Boltzmann statistics gives $-f_0'=f_0/k_BT$, and $d^3v\propto v^2dv\propto E^{1/2}dE$. Dividing by the same integral for $n$ removes the unknown prefactor:

$$\mathbf J=\frac{2ne}{3m}\,\frac{\int_0^\infty x^{3/2}e^{-x}\mathbf A\,dx}{\int_0^\infty x^{1/2}e^{-x}dx}.$$

The denominator is $\Gamma(3/2)$, and $\tfrac32\Gamma(3/2)=\Gamma(5/2)$. Hence

$$\mathbf J=\frac{ne}m\langle\mathbf A\rangle .$$

The weight $x^{3/2}$ therefore combines the density of states, $x^{1/2}$, with one factor $x$ from $v^2$.

Define

$$S_1=\left\langle\frac\tau{1+\omega^2\tau^2}\right\rangle,\qquad S_2=\left\langle\frac{\tau^2}{1+\omega^2\tau^2}\right\rangle .$$

Then $\mathbf J=\sigma_1\mathbf F+\sigma_2\,\hat{\mathbf z}\times\mathbf F$, with

$$\sigma_1=\frac{ne^2}mS_1,\qquad\sigma_2=\frac{ne^2}m\,\omega S_2 .$$

## 6. The Hall coefficient

Since $\hat{\mathbf z}\times\mathbf F=(-F_y,F_x,0)$,

$$J_x=\sigma_1F_x-\sigma_2F_y,\qquad J_y=\sigma_1F_y+\sigma_2F_x .$$

The condition $J_y=0$ gives $F_x=-(\sigma_1/\sigma_2)F_y$, and then $J_x=-F_y(\sigma_1^2+\sigma_2^2)/\sigma_2$. Therefore

$$R_H=-\frac{\sigma_2}{B(\sigma_1^2+\sigma_2^2)} .$$

The sign can be checked directly. For $J_x>0$ the electrons drift along $-x$, and the magnetic force pushes them towards $-y$. Negative charge collects on that side, so the Hall field points towards $-y$ and $F_y<0$.

With $r=-neR_H$ and $\omega=eB/m$, all dimensional prefactors cancel:

$$r(B)=\frac{S_2}{S_1^2+\omega^2S_2^2}.$$

As $B\to0$, $S_1\to\langle\tau\rangle$ and $S_2\to\langle\tau^2\rangle$. The errors are at most $\omega^2\langle\tau^3\rangle$ and $\omega^2\langle\tau^4\rangle$, both finite for this $\tau$. Thus $r=\langle\tau^2\rangle/\langle\tau\rangle^2$.

## 7. The number

For $\tau=\tau_Tx^{3/2}$ the two averages are

$$\langle\tau\rangle=\tau_T\frac{\Gamma(4)}{\Gamma(5/2)},\qquad\langle\tau^2\rangle=\tau_T^2\frac{\Gamma(11/2)}{\Gamma(5/2)} .$$

From $\Gamma(z+1)=z\Gamma(z)$ and $\Gamma(1/2)=\sqrt\pi$,

$$\Gamma(4)=6,\quad\Gamma\left(\tfrac52\right)=\tfrac32\cdot\tfrac12\sqrt\pi=\tfrac34\sqrt\pi,$$

$$\Gamma\left(\tfrac{11}2\right)=\tfrac92\cdot\tfrac72\cdot\tfrac52\cdot\tfrac34\sqrt\pi=\tfrac{945}{32}\sqrt\pi .$$

So $\langle\tau\rangle=8\tau_T/\sqrt\pi$ and $\langle\tau^2\rangle=315\tau_T^2/8$. Finally,

$$r=\frac{315}8\cdot\frac\pi{64}=\frac{315\pi}{512}.$$

# Second half: meaning, limits and a real semiconductor

## 8. Symbols and results carried over

The electron density is $n$, the band mass $m$, the reduced energy $x=E/k_BT$ and the cyclotron frequency $\omega=eB/m$. The average $\langle g\rangle$ has the normalised weight $x^{3/2}e^{-x}$. The model is $\tau=\tau_Tx^{3/2}$, with $\langle\tau\rangle=8\tau_T/\sqrt\pi$ and $\langle\tau^2\rangle=315\tau_T^2/8$. At any classical field,

$$r(B)=\frac{S_2}{S_1^2+\omega^2S_2^2},\quad S_1=\left\langle\frac\tau{1+\omega^2\tau^2}\right\rangle,\quad S_2=\left\langle\frac{\tau^2}{1+\omega^2\tau^2}\right\rangle,$$

and $r(0)=315\pi/512$. The underlying impurity rate is $1/\tau\propto N_IL\,E^{-3/2}$, where $N_I$ is the density of ions and

$$L=\ln(1+b)-\frac b{1+b},\qquad b=4k^2\lambda^2,$$

with screening length $\lambda$. The ideal model freezes $L$ at $3k_BT$. The drift mobility in zero magnetic field is $\mu=e\langle\tau\rangle/m$.

## 9. Why the factor exceeds one

Subtracting one from the weak-field result gives

$$r-1=\frac{\langle\tau^2\rangle-\langle\tau\rangle^2}{\langle\tau\rangle^2}=\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}.$$

The excess is the relative variance of $\tau$ in the transport average. It vanishes if all electrons have the same relaxation time and is positive otherwise. Here it is 0.933, so the spread of $\tau$ is almost as large as its mean.

The mechanism is visible energy by energy. To first order in $B$, the solution of the Boltzmann equation has the transverse component

$$A_y=e\tau(F_y+\omega\tau F_x).$$

The requirement $\langle A_y\rangle=0$ fixes $F_y=-\omega F_x\langle\tau^2\rangle/\langle\tau\rangle$, and therefore

$$A_y=e\omega F_x\,\tau\left(\tau-\frac{\langle\tau^2\rangle}{\langle\tau\rangle}\right).$$

One Hall field cannot balance the magnetic force on every group of electrons. Those with long $\tau$ still drift to the side to which the magnetic force pushes them, and those with short $\tau$ drift the other way. The two transverse currents cancel in the total only. They change sign where $x^{3/2}=315\sqrt\pi/64\approx8.7$. Since $4^{3/2}=8$, this lies slightly above $x=4$.

For a general power $\tau\propto x^s$ the same integrals give

$$r=\frac{\Gamma(5/2+2s)\,\Gamma(5/2)}{\Gamma(5/2+s)^2},\qquad s>-\tfrac54 .$$

The condition on $s$ makes $\langle\tau^2\rangle$ finite at low energy. For $s=0$ the factor is one. For $s=-1/2$ it is $\Gamma(3/2)\Gamma(5/2)/\Gamma(2)^2=3\pi/8\approx1.18$. The value 1.93 thus reflects the steep rise of $\tau$ with energy.

For $\tau\propto E^{3/2}$ the weak-field Hall factor is $315\pi/512\approx1.933$, and its excess over one is the relative variance of $\tau$ in the transport average. It remains to find how weak the magnetic field must be, to work through an example in InSb, and to examine what the ideal model leaves out and what this means for a real measurement.

Numbers in the example were calculated in double precision.
